Ewald Representation of the Quasi-Periodic Helmholtz Green Function and KKR Structure Constants

**1. What symmetry and dimensions fix**

A unit point source is placed on every site R of a Bravais lattice with cell volume Ω, with phase e^{ik·R} and real k. In Hartree atomic units let w = κ² = 2E. The field obeys

(∇² + w) G(r) = Σ_R e^{ik·R} δ(r−R), G(r+R) = e^{ik·R} G(r). (1)

The delta function has dimension length⁻³ and ∇² has length⁻², so G is an inverse length. Translation symmetry allows only the plane waves q = k+K, with K a reciprocal-lattice vector. Inserting them in (1) fixes their coefficients:

G(r) = (1/Ω) Σ_q e^{iq·r}/(w−q²). (2)

The solution is unique if w ≠ q² for every q, because a difference of two solutions has coefficients c_q with (w−q²)c_q = 0.

Near the origin the source is isotropic. Since ∇²(−1/4πr) = δ(r), the function −cos(κr)/(4πr) carries the singularity, and what remains is a regular Helmholtz solution:

G(r) = −cos(κr)/(4πr) + Σ_L D_L j_l(κr) Y_L(r̂). (3)

Here L = (l,m), the Y_L are real orthonormal harmonics, and r is smaller than the nearest-neighbour distance. The D_L are the structure constants, also inverse lengths. No splitting parameter appears in (1) or (3), so none can survive in D_L. The task is to find a rapidly convergent form, since (2) does not converge absolutely.

The operator (E−H) with H = −½∇² equals ½(∇²+w), so the Hamiltonian resolvent is 2G.

**2. Splitting the sum**

Take w < 0 first, with κ = i|κ|. From 1/(q²−w) = ∫₀^∞ e^{−(q²−w)t} dt and the Fourier transform of a Gaussian, the field of one source is

−e^{iκr}/(4πr) = −∫₀^∞ dt (4πt)^{−3/2} e^{−r²/4t+wt}. (4)

It decays exponentially, so its phased sum over sites converges and solves (1). That sum contains

P(r,t) = Σ_R e^{ik·R} (4πt)^{−3/2} e^{−|r−R|²/4t}.

The function e^{−ik·r}P is periodic. Its Fourier coefficient is an integral over one cell; the sum over R extends this integral to all space, because e^{−iq·R}e^{ik·R} = e^{−iK·R} = 1. The result is e^{−q²t}/Ω, hence the Poisson identity

P(r,t) = (1/Ω) Σ_q e^{iq·r−q²t}. (5)

Split the time integral at T = 1/(4η²), where η is an inverse length. For t > T use the right side of (5) and integrate:

−(1/Ω) Σ_q e^{iq·r} ∫_T^∞ e^{−(q²−w)t} dt = (1/Ω) Σ_q e^{iq·r} e^{(w−q²)/4η²}/(w−q²).

For t < T keep the sites and put t = 1/(4s²). Then |dt| = ds/(2s³) and (4πt)^{−3/2} = s³/π^{3/2}, so a site at distance ρ = |r−R| contributes −F(ρ) with

F(ρ) = (1/2π^{3/2}) ∫_η^∞ ds e^{−ρ²s²+w/4s²}. (6)

To integrate, complete the square in two ways:

−ρ²s² + κ²/4s² = −(ρs ± iκ/2s)² ± iκρ.

Therefore

d/ds [e^{±iκρ} erfc(ρs ± iκ/2s)] = −(2/√π)(ρ ∓ iκ/2s²) e^{−ρ²s²+w/4s²}.

Adding the two signs removes the terms in κ and leaves −(4ρ/√π) times the integrand of (6). Both erfc functions vanish as s→∞. Hence F(ρ) = (1/8πρ) Σ_± e^{±iκρ} erfc(ηρ ± iκ/2η), and

G(r) = −Σ_R (e^{ik·R}/8πρ) Σ_± e^{±iκρ} erfc(ηρ ± iκ/2η)
  + (1/Ω) Σ_q e^{iq·r} e^{(w−q²)/4η²}/(w−q²). (7)

**3. Positive energies and the splitting parameter**

For w > 0 the sum of outgoing waves e^{iκρ}/ρ over sites does not converge absolutely: the number of sites in a shell grows as ρ². Equation (7) has no such difficulty. In (6), e^{w/4s²} is bounded for s ≥ η and the Gaussian controls the site sum, so the first part of (7) is an entire function of w. The second part has simple poles at w = q². Equation (1) holds for w < 0 and both its sides are analytic in w, so it holds for all w except at these poles.

The poles are the free-electron energies E = q²/2, where a source can drive a Bloch wave of the empty lattice without limit. Between them the limits from Im w > 0 and Im w < 0 agree, so a perfect lattice sum at real k does not distinguish outgoing from incoming waves.

Now differentiate with respect to T. The site part is −∫₀^T P e^{wt}dt, with derivative −e^{wT}P(r,T) in its site form. In the reciprocal part the derivative brings down (w−q²), which cancels the denominator and gives +e^{wT}P(r,T) in its plane-wave form. By (5)

dG/dT = 0. (8)

For w < 0, η→∞ returns (2) and η→0 returns the direct site sum. A useful intermediate value balances the two Gaussians. With R ≈ Ω^{1/3} and q ≈ 2π/Ω^{1/3}, equating η²R² to q²/4η² gives η ≈ √π/Ω^{1/3}.

**4. Extracting the structure constants**

By (3), D_L is the projection of G + cos(κr)/(4πr) on Y_L, divided by j_l(κr). This ratio does not depend on r, so it may be taken as r→0, where j_l(z) → z^l/(2l+1)!!. The limit is needed when the parts of (7) are treated separately: each is smooth after the singularity is removed, but only their sum obeys the Helmholtz equation.

Reciprocal part. The plane-wave expansion is

e^{iq·r} = 4π Σ_L i^l j_l(qr) Y_L(r̂) Y_L(q̂).

The ratio j_l(qr)/j_l(κr) tends to (q/κ)^l, so

D¹_L = −(4π/Ω) i^l κ^{−l} Σ_q q^l Y_L(q̂) e^{(w−q²)/4η²}/(q²−w). (9)

Sites R ≠ 0. In (6) write e^{−|r−R|²s²} = e^{−(r²+R²)s²} e^{2s² r·R}. The plane-wave expansion at imaginary argument gives the last factor as 4π Σ_L i_l(2s²rR) Y_L(r̂)Y_L(R̂), where i_l(z) → z^l/(2l+1)!!. Division by j_l(κr) leaves (2s²R/κ)^l. The prefactor is −4π/(2π^{3/2}) = −2/√π:

D²_L = −(2/√π) κ^{−l} Σ_{R≠0} e^{ik·R} R^l Y_L(R̂) ∫_η^∞ ds (2s²)^l e^{−R²s²+w/4s²}. (10)

Site R = 0. Let x = κ/2η and use erfc = 1 − erf. The cosine from the "1" cancels the cosine added to G, and what remains is

(1/8πr) Σ_± e^{±iκr} erf(ηr ± ix).

To first order in r, e^{±iκr} = 1 ± iκr and erf(ηr ± ix) = ±i erfi(x) + (2/√π) ηr e^{x²}. The zeroth order cancels between the signs. The first order gives

(1/4π)[(2η/√π) e^{x²} − κ erfi(x)].

This term is spherical. Since Y₀₀ = 1/√(4π), its coefficient is √(4π) times the value at the origin:

D³_L = δ_{l0} (η/π)[e^{x²} − √π x erfi(x)]. (11)

Thus

D_L = D¹_L + D²_L + D³_L. (12)

By (3) and (8) the total does not depend on η. For l = 0 this can also be seen directly. Write (11) as (η/π)e^{x²} − (κ/2√π) erfi(x) and use dx/dη = −x/η:

dD³/dη = (e^{x²}/π)(1 − 2x² + κx/η) = e^{x²}/π,

because κ/η = 2x. The lower limit of (10) gives dD²/dη = (e^{x²}/π) Σ_{R≠0} e^{ik·R−R²η²}. The self term therefore supplies the missing R = 0 member. For the reciprocal part,

dD¹/dη = −(√π/Ωη³) Σ_q e^{(w−q²)/4η²} = −(e^{x²}/π) Σ_R e^{ik·R−R²η²},

where the last step is (5) at r = 0. The three derivatives add to zero.

For Im κ > 0 there is a separate route. The outgoing wave from R ≠ 0 expands as

−e^{iκ|r−R|}/(4π|r−R|) = −iκ Σ_L j_l(κr) h_l(κR) Y_L(r̂) Y_L(R̂), r < R,

with h_l = j_l + iy_l. At R = 0, −e^{iκr} + cos(κr) = −i sin(κr) leaves −(iκ/4π) j₀(κr). Hence

D_L = −iκ Σ_{R≠0} e^{ik·R} h_l(κR) Y_L(R̂) − iκ δ_{l0}/√(4π). (13)

The last term belongs to the standing-wave convention in (3); if the outgoing wave were subtracted instead, it would be absent.

**5. The static limit**

At k = 0 the term q = 0 in (2) is 1/(Ωw), which diverges as w→0. Define G̃ = G − 1/(Ωw). Then (∇²+w)G̃ = Σ_R δ(r−R) − 1/Ω, so removing the pole adds a uniform neutralizing background. In (7) the same term is

e^{w/4η²}/(Ωw) = 1/(Ωw) + 1/(4η²Ω) + O(w),

and the limit is

G̃(r) = −Σ_R erfc(ηρ)/(4πρ) − (1/Ω) Σ_{K≠0} e^{iK·r−K²/4η²}/K² + 1/(4η²Ω). (14)

Multiplied by −4π, this is the Coulomb potential of unit charges in a compensating background, with zero cell average. Dropping the q = 0 term altogether would lose the constant 1/(4η²Ω) and make the potential depend on η.

**6. From structure constants to bands**

KKR theory needs source and field points displaced from their own sites. Superposing plane waves of length κ gives

j_l(κX) Y_L(X̂) = (i^{−l}/4π) ∫dn̂ Y_L(n̂) e^{iκn̂·X}.

Set X = r−r' and expand e^{iκn̂·r} and e^{−iκn̂·r'}. Two factors 4π and one 1/4π leave 4π, and the regular part of G(r−r') becomes Σ_{LL'} A_{LL'} j_l(κr)Y_L(r̂) j_{l'}(κr')Y_{L'}(r̂'), with

A_{LL'} = 4π Σ_{L''} i^{l−l'−l''} D_{L''} ∫dn̂ Y_L Y_{L'} Y_{L''}. (15)

For real w, (2) gives G(−r)* = G(r). For w > 0 the functions j_l(κr) are real, so D_L* = (−1)^l D_L, and it follows from (15) that A is Hermitian.

For r' < r the singular part is κ Σ_L y_l(κr) j_l(κr') Y_L(r̂)Y_L(r̂'). Each coefficient of j_{l'}(κr')Y_{L'}(r̂') is a Bloch solution between the sites, so a general wave there is

ψ = Σ_L Y_L(r̂) [κ b_L y_l(κr) + Σ_{L'} A_{LL'} b_{L'} j_l(κr)].

Let each site carry a spherical potential that vanishes outside a sphere of radius S, the spheres not overlapping. Outside its own sphere the radial solution is c_L[cos δ_l j_l − sin δ_l y_l]. Comparing coefficients gives κb_L = −c_L sin δ_l and Σ_{L'} A_{LL'}b_{L'} = c_L cos δ_l. Eliminating c_L,

det[A_{LL'} + κ cot δ_l δ_{LL'}] = 0. (16)

The lattice enters through A and the scatterer through δ_l. At E = q²/2 the matrix A has a pole, and a sign change of the determinant there is not a band. The same caution applies where sin δ_l = 0: the elimination divided by sin δ_l, so cot δ_l has a pole there, and the sign change it causes is not a band either.

**7. Worked example**

Take a model bcc lattice with a = 8 bohr, so Ω = a³/2 = 256 bohr³, and k = (0.4, 0.3, 0.2)2π/a with |k| = 0.42295 bohr⁻¹. The balance estimate of Section 3 gives η ≈ 1.772/6.350 = 0.28 bohr⁻¹. At E = 0.25 hartree, κ = √0.5 = 0.70711 bohr⁻¹. In bohr⁻¹, the parts (9), (10) and (11) of D₀₀ add as follows:

η = 0.20: 0.0774257 − 0.0099701 − 0.3690385 = −0.3015829
η = 0.30: −0.2221597 − 0.0003821 − 0.0790411 = −0.3015829
η = 0.45: −0.3460457 − 0.0000008 + 0.0444636 = −0.3015829

For D₄₀ there is no self term:

η = 0.20: −0.0998968 + 0.0583202 = −0.0415766
η = 0.45: −0.0419675 + 0.0003909 = −0.0415766

The reciprocal part of D₀₀ changes sign between the first two rows, while the total is unchanged. At η = 0.20 and 0.45, no D_L up to l = 8 differs from its value at η = 0.30 by more than 4.5×10⁻¹⁵ bohr⁻¹.

Independence of η alone would not reveal a wrong term that is itself free of η. Formula (13) tests for that. At κ = 0.6+0.7i bohr⁻¹ it gives D₀₀ = 0.197684 − 0.169136i bohr⁻¹, and all D_L up to l = 8 agree with (12) within 1.0×10⁻¹³ bohr⁻¹.

At real energy a test follows from writing 1/(w−q²), as a function of w, as the straight line through its values at two negative points w₁ and w₂ plus the exact remainder. At these points the direct site sums G₁ and G₂ converge:

G(w) = G₁ + (w−w₁)(G₂−G₁)/(w₂−w₁)
  + (w−w₁)(w−w₂)(1/Ω) Σ_q e^{iq·r}/[(w−q²)(w₁−q²)(w₂−q²)]. (17)

The terms of the remaining sum fall as q⁻⁶. With w₁ = −0.64 and w₂ = −1 bohr⁻², r = (2.1, 1.3, −0.7) bohr and q up to 12 bohr⁻¹, (17) gives G = −0.00234632 + 0.08921739i bohr⁻¹. Formula (7) gives −0.00234634 + 0.08921736i. The difference is 4×10⁻⁷ of |G|.

The freedom in η has a numerical limit. At E = 2 hartree, w = 4 bohr⁻², and for η = 0.20 bohr⁻¹ the term q = k in (7) has exponent (4−0.179)/0.16 = 23.9 and size 2.4×10⁷ bohr⁻¹. For η = 0.60 the largest reciprocal term is 0.035 bohr⁻¹. At the same r and fixed cutoffs, the values of G for these two η differ by 2.2×10⁻⁷ bohr⁻¹, whereas η = 0.45 and 0.60 agree within 4×10⁻¹⁷. The loss is about 10⁻¹⁴ of the largest term, some forty units of double-precision rounding. The site part must cancel this large term to leave a much smaller G, so the absolute errors of both parts remain in the result. Measured against 32-digit arithmetic, they are 2.0×10⁻⁷ bohr⁻¹ for the site part and 1.6×10⁻⁸ for the reciprocal part. The site part dominates: its largest term is 2.1×10⁷ bohr⁻¹, and the complex erfc routine has relative errors up to about 10⁻¹⁴ at these arguments.

For the bands, put V = −V₀(1−r²/S²)² inside each sphere, with V₀ = 0.3 hartree and S = 3 bohr, below the touching radius of 3.464 bohr. Keeping l ≤ 4 in (16) gives the four levels between 0.012 and 0.42 hartree. In hartree, each is set beside its free-electron energy and the plane-wave eigenvalue:

free 0.08944; KKR 0.050433; plane waves 0.050433
free 0.27450; KKR 0.234714; plane waves 0.234714
free 0.33618; KKR 0.305027; plane waves 0.305026
free 0.39787; KKR 0.369959; plane waves 0.369958

The lowest level is 1.372 eV above the potential between the spheres. The cell average of V is −V₀·4πS³(1/3−2/5+1/7)/Ω = −0.0303 hartree, which would put this level at 0.0591 hartree. The computed level lies 0.0087 hartree lower, in the direction required by second-order coupling to higher plane waves.

The largest difference from the plane-wave levels is 3.6×10⁻⁴ hartree for l ≤ 2, 1.9×10⁻⁵ for l ≤ 3 and 9.3×10⁻⁷ for l ≤ 4. Going from 390 to 934 plane waves moves the reference by at most 1.1×10⁻⁷ hartree, so the differences measure mainly the angular truncation. To the printed digits, every truncated KKR level lies at or above its plane-wave reference, and this has a reason. Setting δ_l = 0 for high l removes V from those channels. Since V ≤ 0, this adds a non-negative operator to the Hamiltonian, and by the min-max principle no level can fall below the exact one. The plane-wave values are themselves upper bounds on the exact levels, so the ordering carries over to them only where the truncation shift exceeds their basis error. That error is about 10⁻⁸ hartree at 934 waves, and for the lowest level at l ≤ 4 the shift is of the same order.

These levels belong to a model with one electron, spherical wells and a constant potential between them. Self-consistency, non-spherical potentials and spin-orbit coupling are absent, and the agreement above does not measure their effect in a real crystal. The remaining checks are in the numerical output.

Computed results

```
bcc lattice parameter = 8.0 bohr, cell volume = 256.0 bohr^3
k in units of 2pi/a = [0.4 0.3 0.2], |k| = 0.422950 1/bohr
site cutoff = 40.0 bohr (1067 sites)
wave-vector cutoff = 7.5 1/bohr (1822 vectors)
Poisson identity at t = 2.0 bohr^2: difference = 6.9e-19 bohr^-3
complex kappa = (0.6+0.7j) 1/bohr: D_00 direct = 0.197684445-0.169136311j 1/bohr
  Ewald minus direct: G 1.2e-14, all D_L to l=8 1.0e-13 1/bohr
E = 0.25 hartree, kappa = 0.707107 1/bohr, r = [ 2.1  1.3 -0.7] bohr
  G Ewald       = -0.002346344+0.089217357j 1/bohr
  G independent = -0.002346324+0.089217387j 1/bohr
  Helmholtz residual = 6.4e-09 bohr^-3, Bloch error = 4.0e-17 1/bohr
Real parts in 1/bohr: eta, reciprocal, site, self, total
  D_00 0.20    0.077425729   -0.009970138   -0.369038522   -0.301582931
  D_40 0.20   -0.099896809    0.058320212    0.000000000   -0.041576597
  D_00 0.30   -0.222159668   -0.000382142   -0.079041121   -0.301582931
  D_40 0.30   -0.056921412    0.015344814    0.000000000   -0.041576597
  D_00 0.45   -0.346045678   -0.000000840    0.044463586   -0.301582931
  D_40 0.45   -0.041967541    0.000390944    0.000000000   -0.041576597
  largest change of any D_L, l<=8, over these eta = 4.5e-15 1/bohr
  re-expansion error at r = 1.0488 bohr, l<=8: 1.0e-09 1/bohr
E = 2.0 hartree: largest reciprocal term, 1/bohr: eta=0.20 2.4e+07, eta=0.60 3.5e-02
  deviation of G from eta=0.60: eta=0.20 2.2e-07, eta=0.45 3.7e-17 1/bohr
Wells: depth = 0.3 hartree, radius = 3.0 bohr, touching radius = 3.4641 bohr
  relative Hermiticity error of A = 5.1e-16
  free-electron poles (hartree): 0.089443 0.274498 0.336183 0.397868
  plane waves (hartree): 0.0504330 0.2347141 0.3050262 0.3699580
  plane-wave shift, 390 to 934 waves = 1.1e-07 hartree
  KKR l<=2 (hartree): 0.0504389 0.2348186 0.3052062 0.3703151  max error 3.6e-04
  KKR l<=3 (hartree): 0.0504331 0.2347221 0.3050368 0.3699769  max error 1.9e-05
  KKR l<=4 (hartree): 0.0504330 0.2347143 0.3050268 0.3699589  max error 9.3e-07
  lowest KKR band in the window = 1.37235 eV
```
